# The Haken–Strobl Dimer: From Oscillation to Hopping, part 2

One excitation is shared by two molecules with real coupling \(J\neq0\) and site energy difference \(\Delta\). It starts on site 1, and its loss is neglected. In the Haken–Strobl model, independent Gaussian white noises shake the site energies; each gives its site a phase of variance \(\gamma\,dt\) in a step \(dt\). The averaged density matrix \(\rho\), with \(z=\rho_{11}-\rho_{22}\) and \(z(0)=1\), obeys

\[
\dot\rho_{12}=-(\gamma+i\Delta)\rho_{12}+iJz,\qquad
\dot z=-4J\,\mathrm{Im}\,\rho_{12}.
\]

Here \(\gamma\) is the decay rate of the coherence between the sites. Eliminating \(\rho_{12}\) gives the memory equation

\[
\dot z=-\int_0^tK(u)z(t-u)\,du,\qquad K(u)=4J^2e^{-\gamma u}\cos\Delta u .
\]

With \(\hat z(s)=\int_0^\infty e^{-st}z(t)\,dt\), and \(\hat K\) the same transform of \(K\),

\[
\hat z(s)=\frac1{s+\hat K(s)}=\frac{(s+\gamma)^2+\Delta^2}{P(s)},\qquad
P(s)=s[(s+\gamma)^2+\Delta^2]+4J^2(s+\gamma),
\]

\[
\hat K(s)=2J^2\left[\frac1{s+\gamma+i\Delta}+\frac1{s+\gamma-i\Delta}\right].
\]

All roots of \(P\) have negative real part when \(\gamma>0\).

At \(\Delta=0\), sign changes of \(z\) stop at \(\gamma=4|J|\), where the critical curve is \(z=e^{-2|J|t}(1+2|J|t)\). For \(0<|\Delta|<|J|/\sqrt2\), \(P\) has three real roots between \(\gamma_-\) and \(\gamma_+\), and late sign changes end at \(\gamma_-\). For \(|J|/\sqrt2\le|\Delta|<\sqrt2|J|\) they end at \(\sqrt{18J^2-9\Delta^2}\); for larger \(|\Delta|\) there is no endless sequence of them.

If \(z\) changes little during the memory time \(1/\gamma\), part (e) gives hopping at rate \(k\) in each direction:

\[
k=\frac{2J^2\gamma}{\gamma^2+\Delta^2},\qquad z=e^{-2kt},\qquad
\varepsilon=\frac{2k}{\gamma}=\frac{4J^2}{\gamma^2+\Delta^2}\ll1 .
\]

Units are \(\hbar=1\), with energies and rates in eV and times in 1/eV. All examples use \(J=0.010\) eV. The main example has \(\Delta=0.020\) eV and \(\gamma=0.100\) eV, so \(k=1.923\times10^{-3}\) eV and \(\varepsilon=0.0385\). In the numerical output, "z noise" is an average over individual noisy wavefunctions and "z master" is the solution of the averaged equations.

### (f) How accurate is the hopping law?

**Question.** Find the first correction to the decay rate of \(z\). Then bound the error of \(e^{-2kt}\) for strong dephasing, and estimate it for large detuning.

**Solution.** **The slow rate.** Let the slow root be \(s=-\kappa\). From \(s+\hat K(s)=0\),

\[
\kappa=4J^2f(\gamma-\kappa),\qquad f(x)=\frac{x}{x^2+\Delta^2}.
\]

At lowest order \(\kappa=4J^2f(\gamma)=2k\). For the next order, expand \(f(\gamma-\kappa)\simeq f(\gamma)-\kappa f'(\gamma)\), and use \(\kappa\simeq4J^2f(\gamma)\) in the small term:

\[
\kappa\simeq4J^2f(\gamma)\bigl[1-4J^2f'(\gamma)\bigr],\qquad
f'(\gamma)=\frac{\Delta^2-\gamma^2}{(\gamma^2+\Delta^2)^2}.
\]

Therefore

\[
\kappa\simeq2k\left[1+\frac{4J^2(\gamma^2-\Delta^2)}{(\gamma^2+\Delta^2)^2}\right].
\]

This first-order relative correction is at most \(\varepsilon\) in size. It raises the rate when \(\gamma>|\Delta|\) and lowers it when \(\gamma<|\Delta|\). Terms of order \(\varepsilon^2\) come on top: they can carry the total slightly beyond \(\varepsilon\), as at resonance, and they decide the sign when \(\gamma\) is very close to \(|\Delta|\).

In the main example the correction is

\[
\frac{4(0.010)^2(0.0100-0.0004)}{(0.0104)^2}=0.0355 .
\]

The corrected one-way rate is \(1.991\times10^{-3}\) eV. Half the slow eigenvalue of the averaged equation is \(1.997\times10^{-3}\) eV. Relative to that eigenvalue, the simple formula is 3.7% too low and the corrected one 0.3% too low. A test at smaller couplings confirms that the remaining relative error falls as \(J^4\).

**A bound on the whole curve.** An accurate slow rate does not by itself show that the other modes are small. Define the part of the memory that lies beyond time \(t\):

\[
M(t)=\int_t^\infty K(u)\,du
=4J^2\,\mathrm{Re}\,\frac{e^{-(\gamma+i\Delta)t}}{\gamma+i\Delta}.
\]

It has \(M(0)=4J^2\gamma/(\gamma^2+\Delta^2)=2k\) and \(M'=-K\). Let

\[
G(t)=\int_0^tM(t-v)z(v)\,dv .
\]

Differentiation of the upper limit and of the integrand gives

\[
\dot G=M(0)z(t)-\int_0^tK(t-v)z(v)\,dv=2kz+\dot z .
\]

The last step uses the memory equation for \(\dot z\). Multiply \(\dot z+2kz=\dot G\) by \(e^{2kt}\) and integrate from zero. With \(z(0)=1\), and with \(G(0)=0\) in the integration by parts,

\[
z(t)-e^{-2kt}=G(t)-2k\int_0^te^{-2k(t-v)}G(v)\,dv .
\]

Populations lie between 0 and 1, so \(|z|\le1\). Also \(|M(t)|\le4J^2e^{-\gamma t}/\sqrt{\gamma^2+\Delta^2}\). Consequently

\[
|G|\le\frac{4J^2}{\gamma\sqrt{\gamma^2+\Delta^2}} .
\]

The factor \(2k\int_0^te^{-2k(t-v)}dv\) is less than 1, so the two terms together contribute at most twice this value:

\[
\bigl|z(t)-e^{-2kt}\bigr|\le\frac{8J^2}{\gamma\sqrt{\gamma^2+\Delta^2}} .
\]

For \(\gamma\ge|\Delta|\) the right side is no larger than \(2\sqrt2\,\varepsilon\). This establishes hopping for strong dephasing at all times, including the start. In the main example the bound is 0.078, and the largest deviation found is 0.030. Both are absolute errors in \(z\), which starts at 1.

**Large detuning.** The bound is of little use when \(\gamma\ll|\Delta|\), because it ignores the cancellations in the rotating memory. The fast roots show the true size of the error. Near \(s=-\gamma-i\Delta\), write \(s=-\gamma-i\Delta+\delta\). The dominant part of \(\hat K\) is \(2J^2/\delta\), so \(s+\hat K=0\) gives

\[
\delta\simeq\frac{2J^2}{\gamma+i\Delta}.
\]

The weight of a simple root in \(1/(s+\hat K)\) is \(1/(1+\hat K')\). Here \(\hat K'\simeq-2J^2/\delta^2=-(\gamma+i\Delta)^2/(2J^2)\) is large, and the weight is approximately

\[
-\frac{2J^2}{(\gamma+i\Delta)^2}.
\]

The other fast root has the complex conjugate weight. For \(\gamma\ll|\Delta|\) the two weights are each close to \(2J^2/\Delta^2\simeq\varepsilon/2\). The slow mode has the rest, since \(z(0)=1\). In the same limit \(\delta\simeq-2iJ^2/\Delta\), which raises the frequency of the fast pair to \(|\Delta|+2J^2/|\Delta|\simeq\Omega=\sqrt{\Delta^2+4J^2}\); this shift is kept because its phase accumulates in time. The real part of \(\delta\) equals \(k=\varepsilon\gamma/2\) and changes the damping only by a relative amount \(\varepsilon/2\). To first order in \(\varepsilon\), and to lowest order in \(\gamma/|\Delta|\) in the weights,

\[
z(t)\simeq(1-\varepsilon)e^{-\kappa t}+\varepsilon e^{-\gamma t}\cos\Omega t .
\]

The motion is a hopping decay with a small ripple. The ripple starts in phase with the slow part and can produce a deviation approaching \(2\varepsilon\) half a period later.

For \(\Delta=0.100\) eV and \(\gamma=0.010\) eV, \(\varepsilon=0.0396\) and \(k=1.980\times10^{-4}\) eV. Half the slow eigenvalue is \(1.906\times10^{-4}\) eV, so this time the simple formula is 3.9% too high relative to it, with the sign predicted above. The largest deviation of the curve is 0.064, below \(2\varepsilon=0.079\). The strict bound is 0.796, much too large to certify hopping here.

**Crossover and accuracy.** The disappearance of sign changes does not yet make the hopping law accurate. At \(\Delta=0\) and \(\gamma=4|J|\), \(\varepsilon=1/4\). At \(t=200\) /eV the critical curve has \(z=0.0916\), while hopping predicts 0.1353. For \(\gamma=0.160\) eV the values are 0.6115 and 0.6065. On the coherent side, \(\gamma=0.005\) eV, the largest deviation is 0.75: the rate equation misses the oscillation altogether. A sharp change in the character of the resonant solution is followed by a gradual approach to hopping.

### (g) What remains true during oscillation?

**Question.** Compute the area \(A=\int_0^\infty z(t)\,dt\) for every \(\gamma>0\). For fixed \(\Delta\ne0\), which dephasing rate makes it smallest?

**Solution.** Every mode decays, so the integral exists and equals \(\hat z(0)\). Setting \(s=0\),

\[
A=\frac{\gamma^2+\Delta^2}{P(0)}
=\frac{\gamma^2+\Delta^2}{4J^2\gamma}
=\frac1{2k}.
\]

No smallness of \(\varepsilon\) was used. Within the Haken–Strobl model, the rate formula gives the area exactly even when the curve itself is nothing like \(e^{-2kt}\). The area is the mean time spent on site 1 minus the mean time spent on site 2, accumulated over the whole evolution.

In the main example \(A=1/(2\times1.923\times10^{-3})=260\) /eV. For \(\Delta=\gamma=0.010\) eV, where \(z\) oscillates, direct integration gives 50.0 /eV, and so does the formula. The strongly oscillating case \(\Delta=0\), \(\gamma=0.005\) eV gives 12.5 /eV by both routes. That small area does not signal rapid relaxation. The envelope there decays at only \(\gamma/2\), and the area is small because positive and negative parts of \(z\) cancel.

For the minimum, write

\[
A(\gamma)=\frac1{4J^2}\left(\gamma+\frac{\Delta^2}{\gamma}\right),\qquad
\frac{dA}{d\gamma}=\frac1{4J^2}\left(1-\frac{\Delta^2}{\gamma^2}\right).
\]

The derivative is negative below \(\gamma=|\Delta|\) and positive above it. The minimum is therefore at

\[
\gamma=|\Delta|,\qquad A_{\min}=\frac{|\Delta|}{2J^2}.
\]

For \(\Delta=0.020\) eV this is \(0.020/(2\times10^{-4})=100\) /eV, and a numerical search finds the same point. When \(|\Delta|\gg|J|\), \(\varepsilon\le4J^2/\Delta^2\) is small for every \(\gamma\), so \(A=1/(2k)\) is the decay time of \(z\) and the minimum marks the fastest hopping: \(k\) grows as \(2J^2\gamma/\Delta^2\) while the noise is too weak to bridge the energy difference, and falls as \(2J^2/\gamma\) once the noise suppresses the coherence that carries the transfer. For \(|\Delta|\) comparable to \(|J|\) or smaller, the smallest area need not mean the fastest relaxation. The example, with \(\Delta=2J\), is not in the large-detuning regime. At this optimum \(\varepsilon=2J^2/\Delta^2=0.5\), so the area is exact but a single hopping exponential is not an accurate picture of the whole curve. At resonance there is no such optimum: \(A=\gamma/(4J^2)\) grows with every increase of \(\gamma\).

### (h) Connection with Foerster transfer

**Question.** Foerster's rate has the form \(2\pi J^2\) times the overlap of the donor emission and acceptor absorption line shapes, each normalized to unit area. Evaluate it for this noise and compare it with \(k\). What lies outside the model?

**Solution.** An optical line shape follows from the coherence between the ground state and one excited site. Only one noisy phase enters, with variance \(\gamma\,dt\) per step, so this coherence is multiplied by \(e^{-\gamma dt/2}\). It decays at \(\gamma/2\), half the rate of the coherence between the sites. The normalized line of site \(n\), centred at \(E_n\), is

\[
L_n(E)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(E-E_n)t-\gamma|t|/2}\,dt
=\frac1\pi\frac{\gamma/2}{(E-E_n)^2+(\gamma/2)^2}.
\]

White noise produces no shift between emission and absorption, so the same function serves for both. In the product \(L_1L_2\) there are two time integrals, over \(t\) and \(t'\). Integration over \(E\) gives \(2\pi\delta(t+t')\), which sets \(t'=-t\). With \(E_1-E_2=\Delta\),

\[
\int L_1L_2\,dE
=\frac1{2\pi}\int_{-\infty}^{\infty}e^{-i\Delta t-\gamma|t|}\,dt
=\frac1\pi\frac{\gamma}{\gamma^2+\Delta^2}.
\]

The two half rates have added to \(\gamma\), as they must for independent noises. Multiplication by \(2\pi J^2\) gives

\[
2\pi J^2\int L_1L_2\,dE=\frac{2J^2\gamma}{\gamma^2+\Delta^2}=k .
\]

For the main example the overlap, integrated numerically, is 3.061 /eV. Then \(2\pi(0.010)^2(3.061)=1.923\times10^{-3}\) eV, the rate found in (e).

The Foerster expression is thus the hopping limit of this dimer. The averaged equations go further, because they also describe the oscillation, the crossover and the build-up of coherence at early times. They have limits of their own:

- **Temperature.** The noise is a classical force that gives and takes energy equally readily. Uphill and downhill rates are equal, and the populations end at 1/2 even for \(\Delta=0.020\) eV. A thermal bath would favour the lower site. The model therefore requires both \(|\Delta|\) and \(|J|\) to be small compared with the thermal energy. At 300 K the thermal energy is 0.026 eV, and the Boltzmann ratio of uphill to downhill rate is 0.46 for \(\Delta=0.020\) eV and 0.02 for \(\Delta=0.100\) eV. The examples illustrate the algebra and are not in this regime at room temperature. Even at \(\Delta=0\), a weakly coupled bath with thermal energy well below \(|J|\) would leave a large lasting coherence between the sites, whereas white noise removes it.
- **Bath memory.** White noise has no correlation time. For this description to apply, a real environment must lose its memory in a time short compared with both \(1/\gamma\) and \(1/\Omega\), where \(\Omega=\sqrt{\Delta^2+4J^2}\). Slow population transfer alone is not enough: noise that persists for a time comparable to \(1/\gamma\) changes the line shapes, and with them the hopping rate. For \(\gamma=0.100\) eV this time is only \(\hbar/\gamma=6.6\) fs. Exponentially correlated Gaussian noise with a memory of 10 fs and the same long-time decay rate \(\gamma\) multiplies the overlap rate by about 1.9 in the main example and by about 0.37 in the example with \(\Delta=0.100\) eV, \(\gamma=0.010\) eV.
- **Vibrations.** Vibrational side bands and the shift between emission and absorption change the spectral overlap. They are absent from the single Lorentzian used here.
- **Correlated noise.** If both site energies shift together, their relative phase is less disturbed. The site coherence then no longer decays at the sum of the two optical decay rates, and \(k\) must be written with the actual site-coherence rate.

The numerical output below lists the values used in the examples.

## Computed values

```
coupling J = 0.010 eV
noise test: Delta = 0.010 eV, gamma = 0.020 eV
noise test: trajectories = 20000
t = 100 1/eV: z noise = 0.1920 +/- 0.0025, z master = 0.1905
t = 200 1/eV: z noise = -0.0654 +/- 0.0043, z master = -0.0669
t = 300 1/eV: z noise = 0.0063 +/- 0.0040, z master = 0.0094
resonant crossover gamma = 0.040 eV
Delta = 0, gamma = 0.020 eV, t = 200 1/eV: z = -0.1531, hopping = 0.0183
Delta = 0, gamma = 0.040 eV, t = 200 1/eV: z = 0.0916, hopping = 0.1353
Delta = 0, gamma = 0.160 eV, t = 200 1/eV: z = 0.6115, hopping = 0.6065
three-real-root limit J/sqrt(2) = 0.007071 eV
Delta = 0.005 eV: gamma_minus = 0.038628 eV
Delta = 0.005 eV: gamma_plus = 0.045363 eV
Delta = 0.010 eV: late-time boundary gamma = 0.030000 eV
late-oscillation limit sqrt(2) J = 0.014142 eV
Delta = 0.010 eV, gamma = 0.010 eV: sign changes up to 1200 1/eV = 8
Delta = 0.010 eV, gamma = 0.050 eV: sign changes up to 1200 1/eV = 0
main: Delta = 0.020 eV, gamma = 0.100 eV
main: eps = 0.03846, k = 1.923077e-03 eV
main: half slow eigenvalue = 1.996540e-03 eV
main: k with first correction = 1.991352e-03 eV
main: largest deviation = 0.03012, strict bound = 0.07845
main: k converted = 2.9217 1/ps
main: final site-1 population = 0.5000
detuned: Delta = 0.100 eV, gamma = 0.010 eV
detuned: eps = 0.03960, k = 1.980198e-04 eV
detuned: half slow eigenvalue = 1.906120e-04 eV
detuned: k with first correction = 1.903327e-04 eV
detuned: largest deviation = 0.06434, strict bound = 0.79603
Delta = 0, gamma = 0.005 eV: largest deviation = 0.7486
Delta = 0.020 eV, gamma = 0.100 eV: area = 260.0000 1/eV, 1/(2k) = 260.0000 1/eV
Delta = 0.010 eV, gamma = 0.010 eV: area = 50.0000 1/eV, 1/(2k) = 50.0000 1/eV
Delta = 0.000 eV, gamma = 0.005 eV: area = 12.5000 1/eV, 1/(2k) = 12.5000 1/eV
Delta = 0.020 eV: smallest area at gamma = 0.02000 eV
Delta = 0.020 eV: smallest area = 100.0000 1/eV
main: line-shape overlap = 3.06067 1/eV
main: rate from overlap = 1.923077e-03 eV
```
